\section*{Why Two Growing Oxide Layers Reach a Constant Thickness Ratio}

\section{The problem}

A metal M is covered by two oxide layers. The inner one, of thickness $X_1$, is the lower oxide MO$_{\nu_1}$; the outer one, of thickness $X_2$, is the higher oxide MO$_{\nu_2}$, with $\nu_2>\nu_1$. Both formulas contain one metal atom, and $V_1$, $V_2$ are the oxide volumes per mole of metal. The model makes these assumptions.
\begin{itemize}
\item The layers are compact, flat and adherent. Volume changes appear as changes of thickness.
\item Metal ions migrate outward; the oxygen lattice is immobile. Electrons move so easily that they do not limit growth.
\item Every interface is in local equilibrium, and the temperature and gas pressure are fixed. The oxygen pressure $p$ therefore has a fixed value at each boundary of each layer.
\item Each oxide has a narrow range of composition, so a layer stores negligible metal by changing its stoichiometry, and the metal flux is uniform across it.
\end{itemize}

For numbers, take a model metal with inner MO and outer M$_3$O$_4$, so that $\nu_1=1$ and $\nu_2=4/3$. Let $V_1=1.2\times10^{-5}$ and $V_2=1.5\times10^{-5}\ \mathrm{m^3\,mol^{-1}}$. The oxygen pressures are $10^{-16}$ bar at the metal, $10^{-12}$ bar between the oxides and $10^{-9}$ bar in the gas. The last value is the equilibrium oxygen pressure of a buffering gas mixture, such as H$_2$O and H$_2$, which is assumed to supply oxygen as fast as the scale needs it. Pure O$_2$ at $10^{-9}$ bar would strike the surface far too slowly. The assumption on the buffer is a real restriction: this pressure needs an H$_2$O/H$_2$ ratio of roughly 2500 at 1200 K and 70 at 1400 K, so at the lower temperature the mixture is almost pure steam, and the H$_2$ released by oxidation can lower the oxygen pressure at the surface unless the gas is renewed quickly. The metal diffusivity varies as $p^{m}$, with $m_1=1/6$ and $m_2=2/3$. At the gas side of its layer it is $1.0\times10^{-12}\ \mathrm{m^2\,s^{-1}}$ in the inner oxide and $5.0\times10^{-13}\ \mathrm{m^2\,s^{-1}}$ in the outer.

Find the coupled growth equations. Does $X_1/X_2$ become constant from any positive starting thicknesses, and at what value? How thick are the layers after 10 h?

\section{A tempting solution}

Start with transport through one layer, with $x$ pointing outward. The force on a mole of ions is $-d\eta_{\rm ion}/dx$, where $\eta$ is an electrochemical potential. For ions of charge number $z$, the neutral metal has $\mu_M=\eta_{\rm ion}+z\eta_e$. Fast electrons need a negligible gradient of $\eta_e$, so the force is $-d\mu_M/dx$. With metal concentration $1/V$ and the Nernst--Einstein mobility $D/RT$ (here $D$ is the self-diffusion coefficient of the metal ions, which differs from a measured tracer value by a correlation factor and is not the chemical diffusivity), the flux is
\begin{equation}
J=-\frac{D}{VRT}\frac{d\mu_M}{dx}.
\end{equation}
At fixed temperature and nearly fixed composition, the Gibbs--Duhem relation is $d\mu_M+\nu\,d\mu_O=0$. Since $d\mu_O=\tfrac12RT\,d\ln p$, we have $d\mu_M=-\tfrac{\nu}{2}RT\,d\ln p$. The two minus signs cancel, and integration at uniform $J$ gives
\begin{equation}
J_i=\frac{K_i}{X_i},\qquad
K_i=\frac{\nu_i}{2V_i}\int D_i\,d\ln p
=\frac{\nu_i\,(D_i^{\rm gas\ side}-D_i^{\rm metal\ side})}{2V_im_i}.
\end{equation}
The last form follows because $D\propto p^m$ implies $D\,d\ln p=dD/m$. The boundary pressures are fixed, so $K_i$ is constant.

In the inner layer the metal-side diffusivity is $10^{-12}(10^{-4})^{1/6}=2.154\times10^{-13}\ \mathrm{m^2\,s^{-1}}$; in the outer it is $5\times10^{-13}(10^{-3})^{2/3}=5.0\times10^{-15}\ \mathrm{m^2\,s^{-1}}$. Hence
\begin{align}
K_1&=\frac{(10-2.154)\times10^{-13}}{2(1.2\times10^{-5})(1/6)}
=1.961\times10^{-7}\ \mathrm{mol\,m^{-1}\,s^{-1}},\\
K_2&=\frac{(4/3)(5.00-0.05)\times10^{-13}}{2(1.5\times10^{-5})(2/3)}
=3.300\times10^{-8}\ \mathrm{mol\,m^{-1}\,s^{-1}}.
\end{align}

Now comes the tempting step. Neither layer stores metal, and the metal that crosses the outer layer has first crossed the inner one. The layers therefore seem to act like resistors in series, with $J_1=J_2$. Then $K_1/X_1=K_2/X_2$, and
\begin{equation}
\frac{X_1}{X_2}=\frac{K_1}{K_2}=5.94 .
\end{equation}

\section{Where it fails}

The transport law is sound. The fault is the equality $J_1=J_2$. Uniform flux \emph{inside} each layer says nothing about the moving boundary \emph{between} them, where metal can be consumed by a reaction.

It must be consumed there if the inner layer is to grow. Oxygen does not diffuse, so the inner oxide can obtain oxygen only by converting outer oxide at the mutual interface, and this conversion needs extra metal. If $J_1=J_2$, no metal is retained and the inner layer stands still. The outer layer meanwhile gains new oxide at the gas surface, so $X_1/X_2$ falls. The supposed constant ratio destroys itself.

\section{The coupled growth equations}

The reaction at the mutual interface, balanced in both elements, is
\begin{equation}
\mathrm{MO}_{\nu_2}+\left(\frac{\nu_2}{\nu_1}-1\right)\mathrm M
\longrightarrow\frac{\nu_2}{\nu_1}\,\mathrm{MO}_{\nu_1}.
\end{equation}
In the example this is $\mathrm{M_3O_4+M\to4MO}$, divided by three. Let $\xi$ be the moles of MO$_{\nu_2}$ converted per unit area and time. The reaction uses the metal that arrives but does not leave:
\begin{equation}
J_1-J_2=\frac{\nu_2-\nu_1}{\nu_1}\,\xi
\quad\Longrightarrow\quad
\xi=\frac{\nu_1(J_1-J_2)}{\nu_2-\nu_1}.
\end{equation}
The inner layer gains $(\nu_2/\nu_1)\xi$ moles. No oxide forms at the metal surface, since no oxygen reaches it. The outer layer loses $\xi$ and gains $J_2$ at the gas surface, where each arriving metal atom makes one new unit MO$_{\nu_2}$. Multiplying by the molar volumes,
\begin{align}
\frac{dX_1}{dt}&=V_1\frac{\nu_2}{\nu_1}\xi
=\frac{V_1\nu_2}{\nu_2-\nu_1}\left(\frac{K_1}{X_1}-\frac{K_2}{X_2}\right),\\
\frac{dX_2}{dt}&=V_2(J_2-\xi)
=\frac{V_2}{\nu_2-\nu_1}\left(\nu_2\frac{K_2}{X_2}-\nu_1\frac{K_1}{X_1}\right).
\end{align}
In the second line, $(\nu_2-\nu_1)J_2-\nu_1(J_1-J_2)=\nu_2J_2-\nu_1J_1$. If $J_1<J_2$, then $\xi<0$: the reaction runs backwards and the inner layer thins. The same equations cover that case.

\section{The ratio equation}

Define
\begin{equation}
q=\frac{X_1}{X_2},\quad \kappa=\frac{K_1}{K_2},\quad
v=\frac{V_1}{V_2},\quad s=\frac{\nu_1}{\nu_2}<1,\quad
A=\frac{V_2K_2}{1-s}.
\end{equation}
Since $K_1/X_1=\kappa K_2/(qX_2)$ and $\nu_2/(\nu_2-\nu_1)=1/(1-s)$, the growth equations become
\begin{equation}
\frac{dX_1}{dt}=\frac{Av}{X_2}\left(\frac{\kappa}{q}-1\right),\qquad
\frac{dX_2}{dt}=\frac{A}{X_2}\left(1-\frac{s\kappa}{q}\right).
\label{eq:scaled}
\end{equation}
The quotient rule gives $dq/dt=(\dot X_1-q\dot X_2)/X_2$, so
\begin{align}
\frac{dq}{dt}&=\frac{A}{X_2^2}\left[v\left(\frac{\kappa}{q}-1\right)-q+s\kappa\right]
=-\frac{A}{qX_2^2}F(q),\label{eq:ratio}\\
F(q)&=q^2+(v-s\kappa)q-v\kappa .
\end{align}
The product of the roots of $F$ is $-v\kappa<0$, so exactly one root is positive:
\begin{equation}
q_*=\frac{s\kappa-v+\sqrt{(s\kappa-v)^2+4v\kappa}}{2}.
\end{equation}
The other root is $-r$, with $r=v\kappa/q_*$, and $F=(q-q_*)(q+r)$. Below $q_*$ we have $F<0$ and $q$ rises; above $q_*$ it falls. A start at $q_*$ stays there.

Two values of $F$ locate the root:
\begin{align}
F(s\kappa)&=s^2\kappa^2+vs\kappa-s^2\kappa^2-v\kappa=-v\kappa(1-s)<0,\\
F(\kappa)&=\kappa^2+v\kappa-s\kappa^2-v\kappa=(1-s)\kappa^2>0 .
\end{align}
Hence $s\kappa<q_*<\kappa$. By (\ref{eq:scaled}), both layers grow at this ratio. The flux ratio there is $J_1/J_2=\kappa/q_*$, which lies between 1 and $\nu_2/\nu_1$. The tempting answer $\kappa$ is an upper bound that is not reached.

\section{Every start leads to the same ratio}

The sign of $dq/dt$ shows the direction, but the approach could stall if $X_2$ grew too fast, or end if a layer vanished. To exclude a vanishing layer, divide $\dot X_2/X_2$ by $\dot q$:
\begin{equation}
\frac{d\ln X_2}{dq}=-\frac{q-s\kappa}{(q-q_*)(q+r)}
=-\frac{\alpha}{q-q_*}-\frac{1-\alpha}{q+r},\qquad
\alpha=\frac{q_*-s\kappa}{q_*+r}.
\end{equation}
The coefficient $\alpha$ is found by multiplying by $q-q_*$ and setting $q=q_*$. The same procedure at $q=-r$ gives $(r+s\kappa)/(q_*+r)=1-\alpha$. Both coefficients are positive. Integration from the starting values $q_0$, $X_{20}$ yields
\begin{equation}
\frac{X_2}{X_{20}}=\left|\frac{q_0-q_*}{q-q_*}\right|^{\alpha}
\left(\frac{q_0+r}{q+r}\right)^{1-\alpha}.
\label{eq:path}
\end{equation}
Since $q$ stays between $q_0$ and $q_*$, the first factor is at least 1 and the second has a positive lower bound. Thus $X_2$ cannot vanish, and neither can $X_1=qX_2$.

Next, (\ref{eq:scaled}) gives $d(X_2^2)/dt=2A(1-s\kappa/q)\le2A$, so $X_2^2\le X_{20}^2+2At$. From (\ref{eq:ratio}), with $(q+r)/q>1$,
\begin{equation}
\frac{d}{dt}\ln|q-q_*|=-\frac{A(q+r)}{qX_2^2}
\le-\frac{A}{X_{20}^2+2At}.
\end{equation}
Integrating and exponentiating,
\begin{equation}
|q-q_*|\le|q_0-q_*|\left(1+\frac{2At}{X_{20}^2}\right)^{-1/2}\longrightarrow0 .
\end{equation}
The ratio therefore tends to $q_*$ from every positive start. It is constant from the outset only when $q_0=q_*$.

\section{Parabolic growth and loss of memory}

As $q\to q_*$, the rate $d(X_2^2)/dt$ tends to a constant. At long times $X_i^2\simeq k_it$, with
\begin{equation}
k_2=\frac{2V_2K_2}{1-s}\left(1-\frac{s\kappa}{q_*}\right),\qquad
k_1=q_*^2k_2=\frac{2V_1K_1}{1-s}\left(1-\frac{q_*}{\kappa}\right).
\end{equation}
The last form comes from $d(X_1^2)/dt=2qX_2\dot X_1$. A single layer with the same $K_i$ and no conversion would obey $\dot X=V_iK_i/X$, with parabolic constant $2V_iK_i$. Because $s<q_*/\kappa<1$, both $k_1$ and $k_2$ are smaller than these values.

Near $q_*$, (\ref{eq:path}) gives $|q-q_*|\propto X_2^{-1/\alpha}$. Since $X_2\propto t^{1/2}$, the deviation decays as $t^{-P}$ with $P=1/(2\alpha)$. The sum of the roots gives $r=q_*+v-s\kappa$, so
\begin{equation}
P=\frac{q_*+r}{2(q_*-s\kappa)}
=1+\frac{v+s\kappa}{2(q_*-s\kappa)}>1 .
\end{equation}

The bound $1<\kappa/q_*<1/s$ shows that the series-resistor answer is close whenever $\nu_1$ and $\nu_2$ are nearly equal. For other $s$, two limits in $\kappa$ show when it is useful. Write $F(q_*)=0$ as $q_*(q_*-s\kappa)=v(\kappa-q_*)$.

For $\kappa\ll v$, put $q_*\approx\kappa$ on the left: $q_*\approx\kappa-(1-s)\kappa^2/v$. The inner layer then holds few moles of metal compared with the outer ($q_*/v\ll1$), its growth needs little retained metal, and the fluxes are nearly equal.

For $\kappa\gg v/s^2$, put $q_*\approx s\kappa$ in $q_*-s\kappa=v(\kappa-q_*)/q_*$: $q_*\approx s\kappa+v(1-s)/s$. Now $J_1/J_2$ approaches $\nu_2/\nu_1$, and conversion removes nearly all the outer oxide that forms at the gas surface.

\section{The numbers}

Extra digits are kept below because $q_*-s\kappa$ is a small difference. The inputs give $\kappa=5.9436$, $v=0.8$, $s=0.75$ and $s\kappa=4.4577$. Then
\begin{equation}
q_*=\frac{3.6577+\sqrt{3.6577^2+4(4.7549)}}{2}=4.675 .
\end{equation}
The series-resistor value 5.94 is 27\% too high relative to $q_*$. The flux ratio is $5.9436/4.6748=1.27$: the inner layer must carry 27\% more metal than the outer.

With $V_2K_2=0.4950\ \mathrm{\mu m^2\,s^{-1}}$,
\begin{align}
k_2&=\frac{2(0.4950)}{0.25}\left(1-\frac{4.4577}{4.6748}\right)
=0.184\ \mathrm{\mu m^2\,s^{-1}}=1.84\times10^{-13}\ \mathrm{m^2\,s^{-1}},\\
k_1&=(4.6748)^2(0.1839)
=4.02\ \mathrm{\mu m^2\,s^{-1}}=4.02\times10^{-12}\ \mathrm{m^2\,s^{-1}}.
\end{align}
The corresponding single-layer constants are 0.990 and $4.71\ \mathrm{\mu m^2\,s^{-1}}$. The outer layer keeps less than a fifth of its single-layer constant, because conversion consumes most of what the gas surface produces. If both layers start no more than a few micrometres thick, then after $3.6\times10^4$ s, $X_2\simeq\sqrt{k_2t}=81$ $\mu$m and $X_1\simeq\sqrt{k_1t}=380$ $\mu$m. If the starting layers are comparable with these thicknesses or thicker, the growth equations should be integrated from the actual starting values.

To see the transient, the growth equations were integrated with an adaptive Runge--Kutta method. Start A has $X_1=X_2=1$ $\mu$m, and start B has $X_1=10$ $\mu$m, $X_2=1$ $\mu$m.

\begin{center}
\begin{tabular}{rcc}
$t$ (s) & $q$, start A & $q$, start B\\
0 & 1.000 & 10.000\\
0.1 & 2.630 & 9.040\\
1 & 4.675 & 6.137\\
10 & 4.675 & 4.686\\
100 & 4.675 & 4.675
\end{tabular}
\end{center}

In A, $q_0<s\kappa$, so the outer layer is at first consumed faster than it forms. It is thinnest when $q=s\kappa$. With $r=1.017$ and $\alpha=0.0382$, (\ref{eq:path}) gives
\begin{equation}
X_{2,\min}=\left(\frac{3.675}{0.2171}\right)^{0.0382}
\left(\frac{2.017}{5.475}\right)^{0.962}\mu\mathrm m=0.43\ \mu\mathrm m .
\end{equation}
In B, $q_0>\kappa$, so the interface reaction first runs backwards. The inner layer thins from 10 to 9.76 $\mu$m, where $q=\kappa$, and then grows.

The decay exponent is $P=13.1$. Close to $q_*$, doubling the outer thickness divides the remaining deviation by $2^{1/\alpha}\approx2^{26}$, so the last part of the approach needs very little growth. The approach from far away depends on the start: in A the ratio is within 1\% of $q_*$ at 0.41 s, when the outer layer is 0.44 $\mu$m and thinner than at the start, whereas a start with $X_1=100$ $\mu$m and $X_2=1$ $\mu$m needs $X_2$ to reach 21 $\mu$m. The thicknesses themselves forget their start more slowly. Because $P>1$, the deviation of $d(X_2^2)/dt$ from $k_2$ has a finite time integral, so $X_2^2-k_2t$ tends to a constant, whose relative effect fades only as $1/t$.

\section{When the ratio need not stay constant}

The result rests on constant $K_1$ and $K_2$. A drifting temperature generally changes them by different factors, and a drifting gas pressure changes $K_2$ alone; $q_*$ then moves. A common factor would leave $q_*$ unchanged, because it depends on $K_1$ and $K_2$ only through $\kappa$. An alloy whose surface loses M changes $K_1$, since the metal activity beneath the scale falls. Oxygen transport through cracks or grain boundaries adds oxide at places omitted from the balances. In very thin layers, slow interface reactions can replace diffusion as the limiting step; the first seconds in the table describe this diffusion model, not necessarily a real young scale.

Numerical values quoted here were computed with a short program.
